# Secondary-Ion Survival and Inverse Escape Velocity: Two Derivations: test program

```python
"""
Result under test: an ion leaving a surface at constant normal velocity v,
neutralized irreversibly at the rate G(s) = Gs*exp(-s/lam), survives with
probability P = exp(-vc/v), where vc = lam*Gs.
s: distance travelled along the normal from the starting point z0
z: distance from the image plane, z = z0 + s
Gs: total neutralization rate at the start; hbar*Gs is its energy width
lam: decay length of the rate; E: kinetic energy far from the surface
Internal units: nm, fs, eV. One nm/fs equals 1000 km/s.
Also tested: freezing distance, energy sensitivity, reverse transfer, image
attraction, and the effect of empty band states in a spinless quantum model.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp

hbar = const.hbar / const.e * 1e15
k_B = const.k / const.e
image_constant = const.e / (16 * np.pi * const.epsilon_0) * 1e9  # eV nm

# Rough copper-like values, followed by chosen model parameters.
mass_u, ionization, work_function = 63.5, 7.7, 4.6
lam, width, z0 = 0.05, 0.2, 0.2
mass = mass_u * const.atomic_mass * 1e12 / const.e  # eV fs^2 / nm^2
Gs = width / hbar
vc = lam * Gs
energies = [5.0, 10.0, 20.0, 50.0, 100.0]


def speed(energy):
    return np.sqrt(2 * energy / mass)


def law(v):
    return np.exp(-vc / v)


def rate(s):
    return Gs * np.exp(-s / lam)


def image_energy(s):
    return image_constant / (z0 + s)


def level_depth(s):
    """Depth of the atomic level below the Fermi level."""
    return ionization - work_function - image_energy(s)


def integrate_rates(v, profile, reverse_ratio=lambda s: 0.0):
    """Integrate the ion probability in time, with optional reionization."""
    def derivative(t, p):
        g = profile(v * t)
        return -g * p + reverse_ratio(v * t) * g * (1 - p)
    sol = solve_ivp(derivative, (0, 30 * lam / v), [1.0],
                    rtol=1e-9, atol=1e-12, max_step=0.2 * lam / v)
    assert sol.success
    return sol.y[0, -1]


# The law against direct time integration.
for energy in energies:
    v = speed(energy)
    assert abs(integrate_rates(v, rate) / law(v) - 1) < 1e-6

# A different profile keeps the inverse-velocity law but changes vc.
vc_gauss = np.sqrt(np.pi) / 2 * lam * Gs
for energy in (5.0, 100.0):
    v = speed(energy)
    p = integrate_rates(v, lambda s: Gs * np.exp(-(s / lam) ** 2))
    assert abs(-v * np.log(p) / vc_gauss - 1) < 1e-6

# Energy sensitivity from integrated probabilities.
E_ref = 10.0
v_ref = speed(E_ref)
c_ref = vc / v_ref
step = 0.01
sensitivity = (np.log(integrate_rates(speed(E_ref * np.exp(step)), rate))
               - np.log(integrate_rates(speed(E_ref * np.exp(-step)), rate))
               ) / (2 * step)
assert abs(sensitivity / (c_ref / 2) - 1) < 1e-4

# Random neutralization events on an oblique path. Candidate events occur at
# the constant rate Gs and are accepted with the local rate divided by Gs.
rng = np.random.default_rng(12345)
count, angle, E_oblique = 200000, np.pi / 3, 40.0
total_speed = speed(E_oblique)
times = np.zeros(count)
event_distance = np.full(count, np.inf)
active = np.arange(count)
while active.size:
    times[active] += rng.exponential(1 / Gs, active.size)
    s = total_speed * times[active] * np.cos(angle)
    inside = s < 20 * lam
    accepted = inside & (rng.random(active.size) < np.exp(-s / lam))
    event_distance[active[accepted]] = s[accepted]
    active = active[inside & ~accepted]
p_random = np.mean(np.isinf(event_distance))
p_oblique = law(total_speed * np.cos(angle))
assert abs(p_random - p_oblique) < 4 * np.sqrt(
    p_oblique * (1 - p_oblique) / count)
freeze = lam * np.log(c_ref)
reached = event_distance > freeze
p_after_freeze = np.mean(np.isinf(event_distance[reached]))
expected = np.exp(-1)
assert abs(p_after_freeze - expected) < 4 * np.sqrt(
    expected * (1 - expected) / reached.sum())


# Reverse transfer with a constant ratio of reverse to forward rate.
def two_way(v, ratio):
    return (ratio + np.exp(-(1 + ratio) * vc / v)) / (1 + ratio)


depth0 = level_depth(0.0)
assert depth0 > 0
ratio_300 = 0.5 * np.exp(-depth0 / (k_B * 300))
ratio_hot = 0.5 * np.exp(-depth0 / (k_B * 3000))
for ratio in (ratio_hot, 0.1):
    p = integrate_rates(v_ref, rate, lambda s, r=ratio: r)
    assert abs(p / two_way(v_ref, ratio) - 1) < 1e-6
hot_moving = {}
for energy in (5.0, 10.0):
    v = speed(energy)
    hot_moving[energy] = integrate_rates(
        v, rate, lambda s: 0.5 * np.exp(-level_depth(s) / (k_B * 3000)))
    assert law(v) < hot_moving[energy] < two_way(v, ratio_hot)


# Image attraction: energy-conservation integral and time-domain trajectory.
def image_exponent(energy):
    return quad(lambda s: rate(s) / speed(energy + image_energy(s)),
                0, 30 * lam, epsabs=1e-11, epsrel=1e-10)[0]


def image_trajectory(energy):
    def derivative(t, y):
        s, v, exponent = y
        return [v, -image_constant / (z0 + s) ** 2 / mass, rate(s)]
    sol = solve_ivp(derivative, (0, 30 * lam / speed(energy)),
                    [0.0, speed(energy + image_energy(0.0)), 0.0],
                    rtol=1e-9, atol=1e-12, max_step=0.2 * lam / speed(energy))
    assert sol.success
    return sol.y[2, -1]


mean_image = quad(lambda s: image_energy(s) * np.exp(-s / lam) / lam,
                  0, 30 * lam)[0]
for energy in (5.0, 10.0, 100.0):
    assert abs(image_trajectory(energy) / image_exponent(energy) - 1) < 1e-6
# The allowed error is the size of the omitted second-order term.
for energy in (10.0, 100.0):
    first = vc / speed(energy) * (1 - mean_image / (2 * energy))
    error = abs(image_exponent(energy) / first - 1)
    assert error < 0.6 * (mean_image / energy) ** 2


def apparent_vc(log_probability):
    low, high = energies[0], energies[-1]
    return -(log_probability(low) - log_probability(high)) / (
        1 / speed(low) - 1 / speed(high))


vc_image = apparent_vc(lambda energy: -image_exponent(energy))
assert vc_image < vc

# Uniform spread of the starting distance about z0.
half_spread = 0.01


def spread_probability(energy):
    return quad(lambda d: np.exp(-vc / speed(energy) * np.exp(-d / lam)),
                -half_spread, half_spread)[0] / (2 * half_spread)


vc_spread = apparent_vc(lambda energy: np.log(spread_probability(energy)))
assert vc_spread < vc


# Wide-band amplitude S(x), evaluated from its convergent power series.
def amplitude_squared(x, c):
    term, total = 1.0, 0.0j
    for k in range(60):
        total += term / (k + 0.5 - 1j * x)
        term *= -c / 2 / (k + 1)
    return abs(total) ** 2


norm = c_ref / np.pi * quad(lambda x: amplitude_squared(x, c_ref),
                            0, np.inf, limit=200)[0]
assert abs(norm - (1 - np.exp(-c_ref))) < 1e-5
x_depth = depth0 * lam / (hbar * v_ref)
addition_wide = c_ref / (2 * np.pi) * quad(
    lambda x: amplitude_squared(x, c_ref), x_depth, np.inf, limit=200)[0]
relative_edge = width / (2 * np.pi * depth0)
assert abs(addition_wide / (law(v_ref) * relative_edge) - 1) < 0.03

# Level coupled to a discretized band. Symmetric short-time steps taken in
# reverse order give the row of the propagator that ends on the atom.
half_band, level_count = 20.0, 1000
spacing = 2 * half_band / level_count
band = -half_band + spacing * (np.arange(level_count) + 0.5)


def propagate(v, level_energy, empty_above):
    """Return kept vacancy, addition from empty states, and the norm."""
    total_time = 8 * lam / v
    steps = int(np.ceil(total_time / 0.01))
    dt = total_time / steps
    half_phase = np.exp(-0.5j * band * dt / hbar)
    atom, states = 1.0 + 0.0j, np.zeros(level_count, complex)
    root = np.sqrt(level_count)
    for n in range(steps - 1, -1, -1):
        s = v * (n + 0.5) * dt
        atom_phase = np.exp(-0.5j * level_energy(s) * dt / hbar)
        states *= half_phase
        atom *= atom_phase
        coupling = np.sqrt(hbar * rate(s) * 2 * half_band / (2 * np.pi))
        theta = coupling * dt / hbar
        mode = states.sum() / root
        new_mode = np.cos(theta) * mode - 1j * np.sin(theta) * atom
        atom = np.cos(theta) * atom - 1j * np.sin(theta) * mode
        states += (new_mode - mode) / root
        states *= half_phase
        atom *= atom_phase
    weights = np.abs(states) ** 2
    empty = np.clip((band + spacing / 2 - empty_above) / spacing, 0, 1)
    return abs(atom) ** 2, np.sum(empty * weights), (
        abs(atom) ** 2 + weights.sum())


kept, addition, total = propagate(v_ref, lambda s: 0.0, depth0)
assert abs(total - 1) < 1e-9
# Finite bandwidth and finite final time limit agreement to a few percent.
assert abs(kept / law(v_ref) - 1) < 0.02
x_top = half_band * lam / (hbar * v_ref)
addition_band = c_ref / (2 * np.pi) * quad(
    lambda x: amplitude_squared(x, c_ref), x_depth, x_top, limit=200)[0]
assert abs(addition / addition_band - 1) < 0.05
moving_addition = {}
for energy in (10.0, 100.0):
    v = speed(energy)
    result = propagate(v, lambda s: -level_depth(s), 0.0)
    assert abs(result[0] / law(v) - 1) < 0.03
    moving_addition[energy] = result[1] / law(v)
    assert moving_addition[energy] < 0.1

wavelength = 2 * np.pi * hbar / (mass * v_ref)
assert wavelength < 0.1 * lam
tunnel_length = hbar / (2 * np.sqrt(
    2 * const.m_e * 1e12 / const.e * work_function))

print(f"Ion mass (rough): {mass_u:.1f} u")
print(f"Ionization energy (rough): {ionization:.1f} eV")
print(f"Work function (rough): {work_function:.1f} eV")
print(f"Rate decay length lambda: {lam:.3f} nm")
print(f"Tunnelling estimate of lambda: {tunnel_length:.4f} nm")
print(f"Initial width hbar*Gs: {width:.2f} eV")
print(f"Initial rate Gs: {Gs:.4f} 1/fs")
print(f"Starting distance z0: {z0:.2f} nm")
print(f"Characteristic velocity vc: {vc * 1000:.3f} km/s")
print(f"vc in atomic units: {vc * 1e6 / const.physical_constants['atomic unit of velocity'][0]:.5f}")
for energy in energies:
    v = speed(energy)
    print(f"E={energy:.0f} eV: v={v * 1000:.3f} km/s, "
          f"vc/v={vc / v:.4f}, P={law(v):.5f}")
print(f"Freezing distance s_f at 10 eV: {freeze:.4f} nm")
print(f"Survival after s_f, random events: {p_after_freeze:.4f}")
print(f"d ln P / d ln E at 10 eV: {sensitivity:.4f}")
print(f"Oblique test: E={E_oblique:.0f} eV, angle={np.degrees(angle):.0f} deg")
print(f"Oblique P, random events: {p_random:.5f}")
print(f"Oblique P, law: {p_oblique:.5f}")
print(f"Image energy at start: {image_energy(0.0):.4f} eV")
print(f"Weighted mean image energy: {mean_image:.4f} eV")
for energy in (5.0, 10.0, 100.0):
    print(f"P with image force, E={energy:.0f} eV: "
          f"{np.exp(-image_exponent(energy)):.5f}")
print(f"Apparent vc with image, 5-100 eV: {vc_image * 1000:.3f} km/s")
print(f"Level depth at start: {depth0:.4f} eV")
print(f"Reverse ratio r at 300 K: {ratio_300:.2e}")
print(f"Reverse ratio r at 3000 K: {ratio_hot:.5f}")
for energy in (5.0, 10.0):
    print(f"P at 3000 K, fixed level, E={energy:.0f} eV: "
          f"{two_way(speed(energy), ratio_hot):.5f}")
    print(f"P at 3000 K, moving level, E={energy:.0f} eV: "
          f"{hot_moving[energy]:.5f}")
print(f"Delta*lambda/(hbar*v) at 10 eV: {x_depth:.3f}")
print(f"Empty-state estimate, relative: {100 * relative_edge:.2f} %")
print(f"Wide-band addition, relative: {100 * addition_wide / law(v_ref):.2f} %")
print(f"Discrete-band kept vacancy at 10 eV: {kept:.5f}")
for energy in (10.0, 100.0):
    print(f"Moving-level addition, E={energy:.0f} eV: "
          f"{100 * moving_addition[energy]:.2f} %")
print(f"Half-spread of starting distance: {half_spread:.3f} nm")
print(f"P with start spread at 10 eV: {spread_probability(10.0):.5f}")
print(f"Apparent vc with spread, 5-100 eV: {vc_spread * 1000:.3f} km/s")
print(f"Ion de Broglie wavelength at 10 eV: {wavelength:.6f} nm")
print("PASS")
```

Output:

```
Ion mass (rough): 63.5 u
Ionization energy (rough): 7.7 eV
Work function (rough): 4.6 eV
Rate decay length lambda: 0.050 nm
Tunnelling estimate of lambda: 0.0455 nm
Initial width hbar*Gs: 0.20 eV
Initial rate Gs: 0.3039 1/fs
Starting distance z0: 0.20 nm
Characteristic velocity vc: 15.193 km/s
vc in atomic units: 0.00694
E=5 eV: v=3.898 km/s, vc/v=3.8975, P=0.02029
E=10 eV: v=5.513 km/s, vc/v=2.7560, P=0.06355
E=20 eV: v=7.796 km/s, vc/v=1.9488, P=0.14245
E=50 eV: v=12.327 km/s, vc/v=1.2325, P=0.29156
E=100 eV: v=17.432 km/s, vc/v=0.8715, P=0.41832
Freezing distance s_f at 10 eV: 0.0507 nm
Survival after s_f, random events: 0.3700
d ln P / d ln E at 10 eV: 1.3780
Oblique test: E=40 eV, angle=60 deg
Oblique P, random events: 0.06358
Oblique P, law: 0.06355
Image energy at start: 1.8000 eV
Weighted mean image energy: 1.4857 eV
P with image force, E=5 eV: 0.03259
P with image force, E=10 eV: 0.07638
P with image force, E=100 eV: 0.42100
Apparent vc with image, 5-100 eV: 12.847 km/s
Level depth at start: 1.3000 eV
Reverse ratio r at 300 K: 7.23e-23
Reverse ratio r at 3000 K: 0.00327
P at 3000 K, fixed level, E=5 eV: 0.02323
P at 3000 K, moving level, E=5 eV: 0.02076
P at 3000 K, fixed level, E=10 eV: 0.06603
P at 3000 K, moving level, E=10 eV: 0.06400
Delta*lambda/(hbar*v) at 10 eV: 17.914
Empty-state estimate, relative: 2.45 %
Wide-band addition, relative: 2.45 %
Discrete-band kept vacancy at 10 eV: 0.06353
Moving-level addition, E=10 eV: 2.30 %
Moving-level addition, E=100 eV: 2.30 %
Half-spread of starting distance: 0.010 nm
P with start spread at 10 eV: 0.06558
Apparent vc with spread, 5-100 eV: 14.826 km/s
Ion de Broglie wavelength at 10 eV: 0.001140 nm
PASS
```
